# Weibull strength from die-bending tests that include unbroken specimens

**Result.** Let \(n\) dies be bent to peak stresses \(s_i\), and let \(r\) of them break while the rest are unloaded whole. If the survival probability at stress \(s\) is

\[
S(s)=\exp[-(s/s_0)^m],
\]

the maximum-likelihood modulus \(m\) is the root of

\[
g(m)=\langle x\rangle_m+D-\frac1m=0,\qquad x_i=\ln\frac{s_i}{s_{\max}},\qquad D=-\frac1r\sum_{\rm broken}x_i, \tag{1}
\]

and the characteristic strength follows from

\[
s_0^m=\frac1r\sum_{\rm all}s_i^m . \tag{2}
\]

Here \(s_{\max}\) is the largest stress reached by any die, broken or not, and \(\langle x\rangle_m=\sum_i x_i e^{mx_i}/\sum_i e^{mx_i}\) runs over all dies. The root exists, and is unique, if and only if at least one die broke below \(s_{\max}\).

Unbroken dies therefore enter the sums but not the count \(r\). Stresses are in MPa, loads in N and lengths in mm; the statistical algebra contains stress ratios, so no atomic units are needed.

## From load to stress

A die of width \(b\) and thickness \(h\) rests on supports a distance \(L\) apart and carries a central load \(F\). Each support pushes up with \(F/2\) at distance \(L/2\) from the centre, so the central moment is \(FL/4\). With second moment of area \(bh^3/12\), the stress at the lower face is

\[
s=\frac{FL}{4}\,\frac{h/2}{bh^3/12}=\frac{3FL}{2bh^2}. \tag{3}
\]

For \(L=6\) mm, \(b=10\) mm and \(h=0.1\) mm this is 90 MPa per newton. It assumes small deflection and stress uniform across the width.

## Two dies by hand

One die breaks at 2 N, or \(s_1=180\) MPa. Another is unloaded whole at 4 N, or \(c=360\) MPa. The first contributes the probability density of breaking at \(s_1\),

\[
-\frac{dS}{ds}=\frac{m}{s_0}\left(\frac{s}{s_0}\right)^{m-1}e^{-(s/s_0)^m}.
\]

The second contributes \(S(c)\), because all we know is that its strength exceeds \(c\). With \(u=(s_1/s_0)^m\) and \(v=(c/s_0)^m\), the log-likelihood is

\[
\ln\mathcal L=\ln m-m\ln s_0+(m-1)\ln s_1-u-v .
\]

Since \(\partial u/\partial\ln s_0=-mu\), and likewise for \(v\), stationarity in \(\ln s_0\) gives \(-m+m(u+v)=0\), hence \(u+v=1\). Stationarity in \(m\) gives

\[
\frac1m+\ln\frac{s_1}{s_0}-u\ln\frac{s_1}{s_0}-v\ln\frac{c}{s_0}=0 .
\]

Because \(1-u=v\), the logarithms combine:

\[
\frac1m+v\ln\frac{s_1}{c}=0. \tag{4}
\]

Let \(a=\ln(c/s_1)=\ln2=0.693\) and \(q=ma\). From \(v/u=e^q\) and \(u+v=1\) we get \(v=1/(1+e^{-q})\), and (4) becomes

\[
q=1+e^{-q}.
\]

Repeated substitution gives \(q=1.278\), so \(m=1.278/0.693=1.84\). Equation (4) also says \(v=1/q\), so \(s_0=c\,q^{1/m}=411\) MPa. The fitted characteristic strength lies above every stress applied, which is reasonable when half the dies survived.

Suppose the survivor is wrongly entered as broken at 4 N. There are now two densities:

\[
\ln\mathcal L=2\ln m-2m\ln s_0+(m-1)(\ln s_1+\ln c)-u-v .
\]

Stationarity in \(s_0\) gives \(u+v=2\). Stationarity in \(m\) gives

\[
\frac2m+(1-u)\ln\frac{s_1}{s_0}+(1-v)\ln\frac c{s_0}=0 .
\]

Since \(1-u=v-1\), this is \(2/m=(v-1)a\). Now \(v=2/(1+e^{-q})\), so \(v-1=\tanh(q/2)\) and \(q\tanh(q/2)=2\). The root is \(q=2.40\), giving \(m=3.46\) and \(s_0=c\,v^{-1/m}=302\) MPa. One wrong label has made the dies look weaker and much more uniform.

Finally, let the broken die be the one at the higher stress. Then \(s_1>c\), both terms of (4) are positive, and there is no solution. The data contain no fracture below the top stress, so nothing limits how sharp the strength distribution may be.

## Any number of dies

Assume that strengths are independent and that the decision to stop a test carries no information about the die beyond its having survived so far. A load limit fixed beforehand satisfies this. Multiplying densities for broken dies and survival probabilities for the others gives

\[
\ln\mathcal L=r\ln m-rm\ln s_0+(m-1)\sum_{\rm broken}\ln s_i-\sum_{\rm all}\left(\frac{s_i}{s_0}\right)^m. \tag{5}
\]

Its derivative with respect to \(\ln s_0\) is \(-rm+m\sum_{\rm all}(s_i/s_0)^m\). For \(r\ge1\) this falls steadily from positive to negative as \(s_0\) grows, so its zero, equation (2), is the maximum at fixed \(m\). If \(r=0\), (5) reduces to \(-\sum(s_i/s_0)^m\), which rises towards zero as \(s_0\to\infty\), and no finite fit exists.

Inserting (2) into (5) turns the last sum into \(r\):

\[
\ln\mathcal L_{\rm p}(m)=r\ln m-r\ln\Big(\frac1r\sum_{\rm all}s_i^m\Big)+(m-1)\sum_{\rm broken}\ln s_i-r .
\]

Differentiation gives

\[
\frac{d\ln\mathcal L_{\rm p}}{dm}=\frac rm-r\,\frac{\sum_{\rm all}s_i^m\ln s_i}{\sum_{\rm all}s_i^m}+\sum_{\rm broken}\ln s_i .
\]

Write \(\ln s_i=\ln s_{\max}+x_i\). The terms in \(\ln s_{\max}\) are \(-r\ln s_{\max}+r\ln s_{\max}=0\), and the remainder is \(-r\,g(m)\). This proves (1).

To count the roots, differentiate the weighted mean. The quotient rule gives \(d\langle x\rangle_m/dm=\langle x^2\rangle_m-\langle x\rangle_m^2\), the weighted variance \(V_m\), so

\[
g'(m)=V_m+\frac1{m^2}>0. \tag{6}
\]

As \(m\to0\), \(g\to-\infty\). As \(m\to\infty\), the weights gather on the dies at \(s_{\max}\), where \(x=0\), and \(g\to D\). If \(D>0\) there is one root, and it is the maximum because the profile slope \(-rg\) changes from positive to negative there. If \(D=0\), \(g\) stays negative and the likelihood rises without end in \(m\).

## The algorithm

Since every \(x_i\le0\), equation (1) gives \(1/m=D+\langle x\rangle_m\le D\), so the root obeys \(m\ge1/D\).

1. Stop with an error if \(r=0\) or \(D=0\).
2. Start at \(m=1/D\), and double an upper value until \(g\) is no longer negative there.
3. Evaluate \(g\), replace the bracket end of the same sign, and take the Newton step \(m\to m-g/g'\).
4. Bisect instead if that step leaves the bracket, or if \(|g|\) has not at least halved since the previous evaluation.
5. When the relative Newton step is below \(10^{-10}\), apply it and obtain \(s_0\) from (2).

Without the stopping rule there would be either infinitely many bisections, which shrink the bracket to zero, or eventually nothing but steps that halve \(|g|\). Both lead to the root. Using \(x_i\) rather than \(\ln s_i\) keeps every exponential at or below one.

## Uncertainty

Let \(\mu=\ln s_0\), \(y_i=\ln(s_i/s_0)\) and \(e_i=(s_i/s_0)^m\). At the maximum \(\sum e_i=r\), so \(e_i/r\) are the weights already used. Define \(A=\sum e_iy_i/r\) and \(B=\sum e_iy_i^2/r\). The second derivatives of (5) are

\[
\partial_\mu^2\ln\mathcal L=-m^2\sum e_i=-rm^2,
\]
\[
\partial_\mu\partial_m\ln\mathcal L=-r+\sum e_i+m\sum e_iy_i=rmA,
\]
\[
\partial_m^2\ln\mathcal L=-\frac r{m^2}-rB .
\]

The negative of this matrix is the observed information. Its determinant is \(r^2[1+m^2(B-A^2)]=r^2m^2g'\), because \(x_i\) and \(y_i\) differ by a constant and have the same variance. Inversion gives

\[
\operatorname{Cov}(\mu,m)=\frac1{rm^2g'}\begin{pmatrix}1/m^2+B&mA\\ mA&m^2\end{pmatrix},\qquad \operatorname{Var}(m)=\frac1{rg'}. \tag{7}
\]

This is a large-sample approximation. The stress at which a fraction \(p\) of dies fails satisfies \((s_p/s_0)^m=-\ln(1-p)\), so

\[
\ln s_p=\mu+\frac km,\qquad k=\ln[-\ln(1-p)].
\]

Its derivatives with respect to \(\mu\) and \(m\) are \(1\) and \(-k/m^2\). To first order in the errors,

\[
\operatorname{Var}(\ln s_p)=\operatorname{Var}(\mu)-\frac{2k}{m^2}\operatorname{Cov}_{\mu m}+\frac{k^2}{m^4}\operatorname{Var}(m), \tag{8}
\]

where \(\operatorname{Cov}_{\mu m}\) is the off-diagonal element in (7).

## Thirty synthetic dies

Thirty strengths were drawn with \(m=5\) and \(s_0=400\) MPa. Half the dies had a load limit of 4 N and half 5 N, fixed beforehand. In the first group 10 broke and 5 survived; in the second 11 broke and 4 survived. The fracture loads are listed in the numerical output.

The top stress is 450 MPa, reached at 5 N. The logarithms of the 21 fracture loads in newtons add up to 25.362, so

\[
D=\ln5-\frac{25.362}{21}=0.4017,\qquad \frac1D=2.489 .
\]

From this start the iterates are 3.542, 4.040, 4.1016 and 4.1023. At the root, the sum of \(e^{mx_i}\) has three parts: 4 from the survivors at 5 N, \(5(0.8)^{4.102}=2.00\) from those at 4 N, and 5.97 from the broken dies. Equation (2) then gives

\[
s_0=450\left(\frac{11.97}{21}\right)^{1/4.102}=392\ \text{MPa},
\]

or 0.00245 eV/Å³. Direct numerical maximization of the likelihood agrees with both parameters to one part in \(10^5\), and its finite-difference curvature reproduces (7) to 0.1%.

With \(g'=0.0846\), the standard error of \(m\) is \((21\times0.0846)^{-1/2}=0.75\). Intervals are formed on a logarithmic scale, as \(m\exp(\pm1.96\times0.75/m)\) for the modulus. The 95% intervals are 2.9 to 5.9 for \(m\) and 353 to 436 MPa for \(s_0\); both contain the true values.

The low \(m\) owes something to one die that broke at 1.211 N, or 109 MPa. Under the true parameters a given die breaks by that stress with probability \(1-\exp[-(109/400)^5]=0.0015\), so at least one such die appears in about 4% of batches of thirty. Its term in \(D\) is \(\ln(5/1.211)/21=0.068\), whereas the average term of a broken die is \(0.4017/21=0.019\). Without this die \(D\) would be 0.351, so its presence raises \(g\) and moves the root down.

For \(p=0.01\), \(k=-4.60\) and the fitted strength is \(392\,e^{-4.60/4.102}=128\) MPa, against a true 159 MPa. Its interval is 85 to 192 MPa. In (8) the modulus alone contributes a relative error of \(4.60\times0.75/4.102^2=0.21\), while \(s_0\) contributes 0.05. The tail is uncertain mainly because the slope is.

## Recovery of known parameters

One sample cannot show whether the method recovers its inputs. The experiment was therefore repeated 3000 times at each of three sizes, with the true parameters and the two load limits held fixed.

| Dies | Mean bias of \(m\) | Scatter of \(m\) | Predicted scatter | Coverage for \(m\) | Coverage for 1% strength |
|---|---|---|---|---|---|
| 30 | 5.5% | 1.02 | 1.00 | 93.8% | 92.4% |
| 120 | 1.5% | 0.49 | 0.48 | 94.5% | 93.7% |
| 480 | 0.5% | 0.24 | 0.24 | 95.8% | 95.6% |

Coverage is the fraction of nominal 95% intervals that contain the true value; its sampling error is about 0.4 percentage points. The bias falls roughly as \(1/n\) and the scatter roughly as \(1/\sqrt n\). At thirty dies the bias is upward, but the scatter, 20% of the true \(m\), is much larger, so a single fit may well fall low, as ours did. The observed mean bias of \(s_0\) is smaller than its sampling error at all three sizes; at thirty dies that error is \(0.047/\sqrt{3000}\), or 0.09%. Intervals for the 1% strength contain the true value somewhat too rarely at thirty dies.

## What wrong treatment of survivors does

More data cannot cure a wrong likelihood. The following fits use the same 200 000 strengths and the same two limits.

| Treatment | \(m\) | \(s_0\) (MPa) |
|---|---|---|
| Correct censoring | 5.02 | 400 |
| Survivors dropped | 5.59 | 353 |
| Survivors called broken | 6.35 | 371 |
| Some dies withdrawn before fracture | 5.11 | 426 |

Dropping survivors removes the strong dies. Calling them broken replaces the mean over broken dies in \(D\) by a mean over all dies. When survivors have the higher mean log stress, \(D\) falls and the root of \(g\) rises, as it did for two dies.

In the last row, 30% of the dies that would have broken were unloaded at 95% of their strength and entered as ordinary survivors. This could happen if an operator heard cracking and stopped. The stop now predicts imminent fracture, the assumption behind (5) fails, and \(s_0\) comes out about 6% too high.

## From the test to a real die

The chosen strength and thickness lie in the rough regime of thinned silicon dies. Real strengths depend strongly on grinding, dicing and etching, and stress-relieved surfaces can be far stronger than this example. Real batches may also break the assumption of a single flaw population. If 5% of the dies have half the characteristic strength, a fit to 200 000 simulated dies gives \(m=4.37\), and its 1% strength is 138 MPa where the mixture's true value is 133 MPa. An unmeasured 3% standard deviation in thickness enters (3) squared and lowers \(m\) from 5.02 to 4.88.

For a silicon die whose length lies along \(\langle110\rangle\), large deflection and support contact change the stress by less than 2% here. Integrating the curvature from the centre gives deflection \(w=FL^3/(48EI)\), with \(I=bh^3/12\), and end slope \(\alpha=FL^2/(16EI)=3w/L\). Using (3), \(w=sL^2/(6Eh)\), which is 0.159 mm at 450 MPa for \(E=170\) GPa, the rough modulus of silicon along \(\langle110\rangle\). This die is wider than its span and bends nearly as a plate, whose stiffness is set by \(E/(1-\nu^2)\), with \(\nu\) the in-plane Poisson ratio. Along \(\langle110\rangle\), \(\nu\approx0.06\) and the 170 GPa hardly changes. Along \(\langle100\rangle\), \(E\approx130\) GPa and \(\nu\approx0.28\) give about 140 GPa, so the die sags about 20% more and the largest change of the central moment found below grows from \(-1.7\%\) to about \(-2.0\%\). Three corrections to the central moment follow, relative to \(FL/4\) and to leading order:

- The tilted support force has an inward component \(F\alpha/2\) with lever arm \(w\), which adds \(2\alpha w/L=6(w/L)^2=0.4\%\).
- On supports of radius \(R=0.5\) mm the contact on the lower face moves inward by \(R\alpha\), and the tilted normal force crosses the mid-plane a further \(h\alpha/2\) inward. The total shift \((R+h/2)\alpha\) changes the moment by \(-2(R+h/2)\alpha/L=-1.5\%\).
- Friction with coefficient 0.2 acts on the lower face with lever arm \(w-h/2\). It changes the moment by \(\mp2(0.2)(w-h/2)/L=\mp0.7\%\), with the upper sign for an outward pull.

A large-deflection beam calculation gives total changes of the central moment of \(-1.7\%\) and \(-0.3\%\) for outward and inward friction. The horizontal support force, at most about \(F(\alpha+0.2)/2\), also acts along the die; divided by \(bh\) and compared with (3), it adds an axial stress of at most \((\alpha+0.2)h/(3L)=0.2\%\). All these changes are smaller than the 5% standard error of \(s_0\) from thirty dies. They grow with the load: at 900 MPa the change for outward friction is already about \(-2.9\%\), so the 2% bound does not carry over to much stronger dies. Stress variation across this wide die, the local stress disturbance under the central load, slow crack growth and spatially correlated flaws are not sized.

The fitted \(s_0\) belongs to this loading. Suppose fracture starts at independent flaws spread evenly over the lower face, and let \(s_u\) be the characteristic strength of that face in uniform tension. In bending the local stress is \(s(1-2|z|/L)\) at distance \(z\) from the centre, so the exponent of the survival probability becomes

\[
\left(\frac s{s_u}\right)^m\frac1L\int_{-L/2}^{L/2}\left(1-\frac{2|z|}L\right)^m dz=\left(\frac s{s_u}\right)^m\frac1{m+1}.
\]

Equating this to \((s/s_0)^m\) gives \(s_u=s_0(m+1)^{-1/m}\), or 280 MPa for the true parameters. As a test, 20 000 dies were simulated, each made of 200 equal strips with \(m=5\) whose strengths were scaled so that the whole face has this \(s_u\) in uniform tension. The dies were then loaded in bending. Their fit returned \(m=4.98\) and \(s_0=401\) MPa. Under these flaw assumptions, using the bending value for uniform tension would overstate the characteristic strength by 43%.

## Computed results

```
span, width, thickness: 6.0, 10.0, 0.1 mm
true m: 5.0; true s0: 400.0 MPa
stress per load: 90.0 MPa/N
limit 4 N: 10 broken, 5 unbroken
  fracture loads (N): 1.211 2.723 2.881 2.899 3.115 3.324 3.680 3.762
  fracture loads (N): 3.766 3.898
limit 5 N: 11 broken, 4 unbroken
  fracture loads (N): 2.613 2.914 3.426 3.459 3.693 3.711 3.808 3.833
  fracture loads (N): 4.439 4.542 4.904
broken r: 21 of 30
D: 0.40172; lower bound 1/D: 2.4893
iterates of m: 2.489321 3.542345 4.040119 4.101595 4.102336 4.102336
slope g' at the root: 0.08458
fitted m: 4.102, standard error 0.750
  95% interval of m: 2.87 to 5.87
fitted s0: 392.4 MPa = 0.00245 eV/angstrom^3
  standard error of s0: 20.9 MPa
  95% interval of s0: 353.41 to 435.58 MPa
correlation of ln s0 and m: -0.072
1% strength: fitted 127.8, true 159.4 MPa
  95% interval: 85.01 to 192.26 MPa
recovery, 3000 synthetic samples of each size:
n=30: bias of m 5.53%, of s0 0.01%
  scatter of m 1.022, mean predicted 0.998
  scatter of ln s0 0.0472, predicted 0.0460
  95% interval coverage: m 93.8%, 1% strength 92.4%
n=120: bias of m 1.46%, of s0 -0.02%
  scatter of m 0.491, mean predicted 0.481
  scatter of ln s0 0.0230, predicted 0.0230
  95% interval coverage: m 94.5%, 1% strength 93.7%
n=480: bias of m 0.45%, of s0 0.01%
  scatter of m 0.236, mean predicted 0.239
  scatter of ln s0 0.0113, predicted 0.0115
  95% interval coverage: m 95.8%, 1% strength 95.6%
large sample of 200000 dies, m and s0 (MPa):
  correct censoring: 5.018, 399.9
  survivors dropped: 5.591, 352.8
  survivors called broken: 6.353, 371.2
  30% withdrawn at 95% of strength: 5.106, 425.8
  3% thickness spread ignored: 4.882, 400.1
  5% of dies at half strength: 4.367, 395.3
weak-share case, 1% strength: fit 137.9, true 133.1 MPa
s0 for uniform tension, same face: 279.5 MPa
strip simulation: m 4.980, bending s0 401.4 MPa
rough modulus: 170 GPa; top stress 450 MPa
deflection at 5 N: 0.1588 mm
stress change, large deflection: 0.43%
support radius 0.5 mm, friction coefficient 0.2
  stress change, no friction: -1.02%
  outward, inward friction: -1.70%, -0.32%
```
